# Why clamped atoms give the wrong C44 in silicon

## What symmetry allows

Silicon has two atoms, A and B, in its primitive cell. A homogeneous strain \(e_{ij}\) fixes the shape of the cell, but not the position of sublattice B relative to A. Let \(\mathbf u\) be the displacement of B relative to A beyond what the homogeneous strain prescribes. Keeping the fractional coordinates fixed means \(\mathbf u=0\).

For small deformations of an unstressed crystal, the energy is quadratic in \(e_{ij}\) and \(\mathbf u\). The question is whether it contains products \(u_i e_{jk}\). A twofold rotation about the \(x\) axis through an atom is a symmetry of its tetrahedral surroundings. It reverses \(u_y\), \(u_z\), \(e_{xy}\) and \(e_{xz}\), and leaves \(u_x\), \(e_{yz}\) and the diagonal strains unchanged. Together with the rotations about \(y\) and \(z\), it leaves three possible products: \(u_xe_{yz}\), \(u_ye_{zx}\) and \(u_ze_{xy}\). The threefold axes make their coefficients equal. The same operations reduce the terms quadratic in \(\mathbf u\) to a multiple of \(|\mathbf u|^2\).

For a shear \(\gamma=2e_{xy}\), the energy \(E\) per primitive cell of volume \(V\) is therefore

\[
\frac{E}{V}=\tfrac12 C^0_{44}\gamma^2+\Lambda\gamma u_z+\tfrac12\Phi|\mathbf u|^2 ,
\]

with \(E\) measured from the unstrained crystal. Inversion about a bond centre does not remove the coupling \(\Lambda\). It reverses displacement vectors but also exchanges A and B, so \(\mathbf u\) is unchanged. In the rock-salt structure, by contrast, inversion about an atom maps each sublattice onto itself. Then \(\mathbf u\) changes sign, the strain does not, and \(\Lambda=0\).

## The belief and its appeal

The belief is this: to find an elastic constant, strain the cell, carry every atom along at fixed fractional coordinates, and take the curvature of the energy.

It has good support. Continuum elasticity describes a homogeneous strain as one linear map of all points. In a crystal with one atom per primitive cell, there is no internal displacement to consider. Even in silicon the recipe works for \(C_{11}\) and \(C_{12}\), because diagonal strains do not couple to \(\mathbf u\). For \(C_{44}\) it also gives a smooth parabola, with no visible sign of trouble.

What it overlooks is that an elastic experiment controls the macroscopic shape, not the position of each atom. In static equilibrium the internal force must vanish:

\[
\frac{1}{V}\frac{\partial E}{\partial u_z}=\Lambda\gamma+\Phi u_z=0,
\qquad u_z=-\frac{\Lambda\gamma}{\Phi}.
\]

Substitution gives \(-\Lambda^2\gamma^2/\Phi\) from the coupling and \(+\Lambda^2\gamma^2/(2\Phi)\) from the last term. Hence

\[
\frac{E}{V}=\tfrac12\left(C^0_{44}-\frac{\Lambda^2}{\Phi}\right)\gamma^2,
\qquad C_{44}=C^0_{44}-\frac{\Lambda^2}{\Phi}.
\]

Stability against internal displacement requires \(\Phi>0\), so relaxation cannot raise \(C_{44}\). Symmetry permits the reduction; its size needs a model of the forces.

## Bonds and angles under shear

The Stillinger-Weber potential for silicon has a pair energy

\[
v(r)=\epsilon A\left[B(\sigma/r)^4-1\right]e^{\sigma/(r-r_c)}
\]

and, for each pair of bonds meeting at an atom, an angular energy

\[
\lambda\epsilon\,
e^{\gamma_{\rm SW}\sigma/(r_i-r_c)+\gamma_{\rm SW}\sigma/(r_j-r_c)}
\left(\cos\theta_{ij}+\tfrac13\right)^2 .
\]

Both vanish beyond \(r_c=3.771\) Å. Second neighbours are 3.840 Å apart, so only the four nearest neighbours interact at the small strains considered here. The nuclei are classical and the temperature is zero.

At equilibrium \(\cos\theta=-1/3\) and \(v'(r_0)=0\). To second order, a bond therefore costs \(\frac12k(\delta r)^2\), with \(k=v''(r_0)\). An angle costs \(K(\delta\cos\theta)^2\), with

\[
K=\lambda\epsilon\,e^{2\gamma_{\rm SW}\sigma/(r_0-r_c)} .
\]

Changes in the exponential prefactor multiply a quantity that is already second order, so they do not contribute here.

The bonds from A to B are \(\mathbf d_i=(a/4)\mathbf s_i\), where \(a\) is the cubic lattice constant and

\[
\mathbf s_i=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1).
\]

Thus \(r_0=\sqrt3a/4\), the unit vectors are \(\mathbf n_i=\mathbf s_i/\sqrt3\), and \(s_{ix}s_{iy}=s_{iz}\). Each bond changes by \(\delta\mathbf d_i=e\,\mathbf d_i+\mathbf u\). Projecting this on the bond, with \(e_{xy}=e_{yx}=\gamma/2\) and \(\mathbf u\) along \(z\), gives

\[
\delta r_i=r_0\gamma n_{ix}n_{iy}+n_{iz}u_z
=\frac{s_{iz}}{\sqrt3}\left(\frac{a\gamma}{4}+u_z\right).
\]

The Kleinman parameter \(\zeta\) is defined by \(u_z=-\zeta a\gamma/4\), so

\[
\delta r_i=\frac{s_{iz}a\gamma}{4\sqrt3}(1-\zeta).
\]

The bond lengths are preserved to first order if \(\zeta=1\).

For the angles, differentiate \(\cos\theta_{ij}=\mathbf d_i\cdot\mathbf d_j/(r_ir_j)\) about \(\cos\theta=-1/3\):

\[
\delta\cos\theta_{ij}=2\,\mathbf n_i\cdot e\,\mathbf n_j
+\frac{\mathbf u\cdot(\mathbf n_i+\mathbf n_j)}{r_0}
+\frac{\delta r_i+\delta r_j}{3r_0}.
\]

Any two of the vectors \(\mathbf s_i\) share one component and have the other two opposite. If they share \(s_z=t=\pm1\), then \(s_{ix}s_{jy}+s_{iy}s_{jx}=-2s_{ix}s_{iy}=-2t\). The first term is \(2(\gamma/6)(-2t)=-2t\gamma/3\). With \(\sqrt3r_0=3a/4\), the other two terms give

\[
\frac{8tu_z}{3a}+\frac{8t}{9a}\left(\frac{a\gamma}{4}+u_z\right)
=\frac{2t\gamma}{9}+\frac{32tu_z}{9a}.
\]

The sum is

\[
\delta\cos\theta=-\frac{4t\gamma}{9}+\frac{32tu_z}{9a}
=-\frac{4t}{9}\gamma(1+2\zeta).
\]

If the pair shares \(s_x\) or \(s_y\) instead, the two products in the strain term cancel. The \(z\) components are opposite, so the other terms cancel too. Two of the six angles at each atom therefore change at first order. The bonds at B are \(-\mathbf d_i\), which gives the same cosines.

Preserving the angles would require \(\zeta=-1/2\), whereas preserving the bonds requires \(\zeta=1\). No internal displacement does both.

## The relaxed constant

The primitive cell has four bonds and two atoms, each with two changing angles. Its energy is

\[
\begin{aligned}
E&=4\cdot\frac{k}{2}\cdot\frac{a^2\gamma^2(1-\zeta)^2}{48}
+4K\cdot\frac{16}{81}\gamma^2(1+2\zeta)^2\\
&=\frac{ka^2\gamma^2}{24}(1-\zeta)^2
+\frac{64K\gamma^2}{81}(1+2\zeta)^2 .
\end{aligned}
\]

Since \(V=a^3/4\), the modulus at imposed \(\zeta\) is \(2E/(V\gamma^2)=8E/(a^3\gamma^2)\):

\[
C_{44}(\zeta)=P(1-\zeta)^2+Q(1+2\zeta)^2,\qquad
P=\frac{k}{3a},\quad Q=\frac{512K}{81a^3}.
\]

The clamped value is \(C^0_{44}=C_{44}(0)=P+Q\). Setting the derivative with respect to \(\zeta\) to zero gives

\[
-2P(1-\zeta)+4Q(1+2\zeta)=0,
\qquad \zeta=\frac{P-2Q}{P+4Q}.
\]

It follows that \(1-\zeta=6Q/(P+4Q)\) and \(1+2\zeta=3P/(P+4Q)\). Therefore

\[
C_{44}=\frac{36PQ^2+9P^2Q}{(P+4Q)^2}=\frac{9PQ}{P+4Q}.
\]

The reduction is

\[
C^0_{44}-C_{44}
=\frac{(P+Q)(P+4Q)-9PQ}{P+4Q}
=\frac{(P-2Q)^2}{P+4Q}.
\]

To connect this with the symmetry argument, insert \(\zeta=-4u_z/(a\gamma)\):

\[
\frac{E}{V}=\frac12\left[
P\left(\gamma+\frac{4u_z}{a}\right)^2
+Q\left(\gamma-\frac{8u_z}{a}\right)^2\right].
\]

The coefficients of \(\gamma u_z\) and \(u_z^2/2\) are

\[
\Lambda=\frac{4(P-2Q)}{a},\qquad
\Phi=\frac{16(P+4Q)}{a^2}.
\]

## The number for silicon

The potential gives \(a=5.4309\) Å, \(k=10.314\) eV/Å² and \(K=1.318\) eV. In pressure units, \(P=101.42\) GPa and \(Q=8.33\) GPa. Thus

\[
C^0_{44}=101.42+8.33\approx109.8\ \text{GPa},
\]

\[
C_{44}=\frac{9(101.42)(8.334)}{101.42+4(8.334)}
\approx56.45\ \text{GPa},\qquad \zeta\approx0.629.
\]

Relaxation removes 53.3 GPa, or 48.6 percent of the clamped value. Numerical strain derivatives of the full nonlinear potential, with and without relaxation, agree with both formulas.

The two terms of \(C_{44}(\zeta)\) show how this happens. With clamped atoms, bond stretching contributes 101.4 GPa and angle bending 8.3 GPa. After relaxation they contribute about 14.0 and 42.5 GPa. The crystal relieves its stiff bonds by bending its softer angles further.

A shear of \(\gamma=0.002\) makes this concrete. The clamped force on B is

\[
F_z=-V\Lambda\gamma=-a^2\gamma(P-2Q)=-31.2\ \text{meV/Å}.
\]

External forces would have to hold the sublattices against it. The internal stiffness is \(V\Phi=4a(P+4Q)=18.27\) eV/Å², so

\[
u_z=\frac{-0.0312}{18.27}\ \text{Å}\approx-0.00171\ \text{Å}.
\]

This small shift is comparable with the bond changes themselves. It reduces them from 1.57 to 0.58 mÅ, while the angle changes grow from 0.054° to 0.122°. The stored energy per cell falls from 54.9 to 28.2 μeV. The difference agrees with the harmonic energy release \(\frac12|F_zu_z|\approx26.65\) μeV.

## When clamping is harmless

For a uniform expansion \(e_{ij}=\eta\delta_{ij}\), the angles do not change and \(\delta r=r_0\eta\). The energy density is

\[
\frac{2kr_0^2\eta^2}{V}=\frac{3k\eta^2}{2a}.
\]

Equating it to \(\frac12\mathcal B(3\eta)^2\) gives the bulk modulus \(\mathcal B=k/(3a)=P\).

For the strain \(\mathrm{diag}(\eta,-\eta,0)\), the bond lengths are unchanged at first order, because \(s_{ix}^2=s_{iy}^2\). The cosine changes are

\[
\delta\cos\theta_{ij}=\frac{2\eta}{3}(s_{ix}s_{jx}-s_{iy}s_{jy}).
\]

This is \(4\eta/3\) for pairs sharing \(s_x\), \(-4\eta/3\) for pairs sharing \(s_y\), and zero for pairs sharing \(s_z\). Eight angles per cell contribute, so the energy density is

\[
\frac{8K(16\eta^2/9)}{a^3/4}
=\frac{512K}{9a^3}\eta^2=9Q\eta^2 .
\]

Elasticity gives \((C_{11}-C_{12})\eta^2\) for this strain. Hence \(C_{11}-C_{12}=9Q\). Combining this with \(C_{11}+2C_{12}=3P\) gives

\[
C_{11}=P+6Q=151.4\ \text{GPa},\qquad
C_{12}=P-3Q=76.4\ \text{GPa}.
\]

Relaxation changes neither, as the symmetry argument requires.

Within this model, even \(C_{44}\) escapes the reduction when \(P=2Q\): the forces from bonds and angles on the sublattices then cancel. Raising \(\lambda\) from 21 to 127.79 achieves this without changing \(a\) or \(P\). Both calculations then give 152.1 GPa. This altered potential does not describe silicon, but it shows that an allowed coupling can still vanish.

In the opposite limit of very soft angles, \(Q\ll P\), the clamped constant tends to \(P\) but the physical one to \(9Q\). Their ratio then grows without bound as \(Q/P\) falls.

An incomplete relaxation also has a definite cost when the modulus is taken from the energy. Since \(C_{44}(\zeta)\) is a parabola with second derivative \(2(P+4Q)\), its excess over the minimum is \((P+4Q)(\zeta-\zeta_{\min})^2\). Stopping at \(\zeta=0.3\) gives 71.0 GPa. Even \(\zeta=1\), which preserves the bond lengths, gives 75.0 GPa, because it bends the angles too much. A modulus taken from the stress behaves differently. The stress \(C^0_{44}\gamma+\Lambda u_z\) divided by \(\gamma\) is \(P+Q-\zeta(P-2Q)\), so its error is linear in \(\zeta-\zeta_{\min}\) and can have either sign: 84.3 GPa at \(\zeta=0.3\) and \(3Q=25.0\) GPa at \(\zeta=1\). For shifts of this kind under shear, the two routes agree at \(\zeta=0\) and at \(\zeta_{\min}\).

## What a sound wave measures

One might object that atoms in a wave have no time to relax. The equation of motion settles this. For two equal masses \(M\), the relative coordinate has reduced mass \(M/2\). Under a homogeneous shear oscillating at angular frequency \(\omega\), without damping,

\[
\frac M2\ddot u_z=-V(\Phi u_z+\Lambda\gamma),
\qquad
u_z=-\frac{\Lambda\gamma}{\Phi}\,
\frac{1}{1-\omega^2/\omega_0^2},
\]

where \(\omega_0^2=2V\Phi/M\). The shear stress is \(\partial(E/V)/\partial\gamma=C^0_{44}\gamma+\Lambda u_z\), so

\[
C_{44}(\omega)=C^0_{44}
-\frac{\Lambda^2/\Phi}{1-\omega^2/\omega_0^2}.
\]

At low frequency this is the relaxed constant. Here \(\omega_0\) is the zone-centre optical frequency, 17.83 THz in ordinary frequency units. A transverse wave along [100] with wave number \(0.04/a\) has a frequency of 0.058 THz, and the squared ratio is about \(10^{-5}\). The internal displacement follows the wave almost statically.

The lattice dynamics gives a separate check. Force constants from a periodic 216-atom cell yield \(\rho v^2=56.45\) GPa for the true transverse wave, where \(\rho\) is the density and \(v\) the speed. If both sublattices are forced to follow one smooth displacement wave, the result is 109.76 GPa. With \(\rho=2329\) kg/m³, the corresponding speeds are

\[
\sqrt{\frac{56.45\times10^9}{2329}}\approx4923\ \text{m/s},
\qquad
\sqrt{\frac{109.76\times10^9}{2329}}\approx6865\ \text{m/s}.
\]

Clamping overestimates the speed by about 39 percent of the relaxed value.

These are results for an empirical potential, without explicit electrons, quantum nuclear motion or thermal effects. The measured \(C_{44}\) of silicon is roughly 80 GPa, between the two calculated values. That comparison judges the potential, not the need for relaxation. The unconverged 71 GPa and the bond-preserving 75 GPa both lie closer to experiment than 56 GPa, yet neither is the elastic constant of this model, because each leaves a force on the sublattices. The numerical output below gives the parameters and the remaining values.

## Table of computed values

```
Silicon, Stillinger-Weber potential
epsilon = 2.1683 eV; sigma = 2.0951 angstrom
A = 7.049556277; B = 0.6022245584
cutoff/sigma = 1.8; lambda = 21.0; gamma_SW = 1.2
atomic mass = 28.0855 u
cutoff = 3.7712 angstrom
second-neighbour distance = 3.8403 angstrom
bond length r0 = 2.3517 angstrom
lattice constant a = 5.4309 angstrom
primitive volume V = 40.047 angstrom^3
energy per atom = -4.3366 eV
bond stiffness k = 10.3139 eV/angstrom^2
angular coefficient K = 1.3181 eV
1 eV/angstrom^3 = 160.2177 GPa
P = 101.423 GPa; Q = 8.334 GPa
zeta from formula = 0.6290
zeta from relaxation = 0.6290
C44 clamped, formula = 109.76 GPa
C44 clamped, full potential = 109.76 GPa
C44 relaxed, formula = 56.45 GPa
C44 relaxed, full potential = 56.45 GPa
lowering of C44 = 53.31 GPa
lowering / clamped value = 48.6 percent
curvature at imposed zeta -0.5 = 228.20 GPa
curvature at imposed zeta 0.3 = 71.03 GPa
curvature at imposed zeta 1.0 = 75.00 GPa
C11 clamped = 151.42 GPa
C11 relaxed = 151.42 GPa
C12 = 76.42 GPa; bulk modulus = 101.42 GPa
special lambda with P = 2Q: 127.79
its C44 clamped = 152.13 GPa
its C44 relaxed = 152.13 GPa
example shear = 0.002
clamped force on B, z = -31.206 meV/angstrom
internal stiffness = 18.272 eV/angstrom^2
internal shift u_z = -1.7079 milliangstrom
bond change, clamped = 1.5678 milliangstrom
bond change, relaxed = 0.5817 milliangstrom
angle change, clamped = 0.0540 degree
angle change, relaxed = 0.1220 degree
stored energy per cell, clamped = 54.87 micro-eV
stored energy per cell, relaxed = 28.22 micro-eV
wave number times a = 0.04
rho v^2, true transverse wave = 56.45 GPa
rho v^2, sublattices locked = 109.76 GPa
rho v^2, longitudinal wave = 151.42 GPa
density = 2329.1 kg/m^3
transverse speed from relaxed C44 = 4923 m/s
transverse speed from clamped C44 = 6865 m/s
frequency of the transverse wave = 0.0577 THz
zone-centre optical frequency = 17.83 THz
```
